Wrinkle Wavelength of a Bonded Monolayer from Its Bending Rigidity, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a sheet on springs to a sheet on an elastic solid

Suppose the wrinkling of a compressed monolayer on a polymer is to be simulated in a periodic cell. Two entries must be fixed before the run: the length of the cell and the bending term of the sheet. If a thickness is assigned to the monolayer and its bending stiffness is taken from plate theory, both entries inherit that thickness. For the example worked out below, an assumed thickness of 0.65 nm predicts wrinkles 26.8 nm long, while the bending rigidity of the sheet itself gives 18.5 nm. A cell cut to the first length holds 1.45 waves of the second, not a whole number of them. The second half works out what this does to the computed threshold.

### The sheet and its two stiffnesses

Let x run along the compression, y across it and z upward. The sheet is compressed by a strain ε along x and has no strain along y. All fields depend on x and z alone. Compression counts as positive in ε and in the force N.

The stretching stiffness C is defined by the flat sheet: a small strain e along x, with the y strain blocked, costs an energy ½Ce² per area. The bending rigidity D is defined by the curved, unstretched sheet: a curvature c costs ½Dc² per area. C is a force per length and D is an energy. Neither definition mentions a thickness.

Plate theory connects the two by an additional assumption. In a homogeneous plate of thickness t, a layer at height s from the middle has strain cs when the plate is bent. The stiffness per volume is C/t, so the energy per area is the integral of ½(C/t)c²s² from s = −t/2 to s = t/2. The integral of s² over that range is t³/12, and therefore

D = Ct²/12 for a homogeneous plate.

A monolayer need not obey this for any thickness known in advance. A row of atoms with spacing s shows why. Let springs along the bonds resist stretching, and let the angle θ between neighbouring bonds cost ½gθ² per atom and per unit width. A curvature c gives θ = sc. There is one atom per length s, so the energy per area is ½g(sc)²/s = ½(gs)c², and D = gs. The bond springs set C and the angle stiffness g sets D, independently. If D and C are both known, t = √(12D/C) can be computed, but it is then an equivalent number and not an input.

Now let the sheet move. The displacements u along x and w along z are measured from the flat, uniformly compressed state. An element of unit original length has horizontal extent 1 − ε + u′ and vertical extent w′, where a prime means d/dx. Its new length is

√[(1 − ε + u′)² + w′²] ≈ 1 − ε + u′ + ½w′²,

to leading order for small strain and small slope. The strain is therefore u′ + ½w′² − ε. The curvature is w″ to the same order. The mean energy per area of the sheet is

F_sheet = mean of ½C(u′ + ½w′² − ε)² + ½D(w″)².   (1)

### The simplest foundation: independent springs

Let the sheet rest on vertical springs of stiffness K per area, with nothing resisting tangential motion. Try w = A cos kx and u = 0. The means needed are

mean of w² = A²/2,
mean of w′² = k²A²/2,
mean of (w″)² = k⁴A²/2.

Expanding the stretching energy gives

½C(½w′² − ε)² = ½Cε² − ½Cεw′² + terms of order A⁴.

Write N = Cε for the compressive force per width in the flat sheet. Its contribution of order A² is −½N·k²A²/2 = −Nk²A²/4. Bending gives +Dk⁴A²/4 and the springs give ½K·A²/2 = KA²/4. The change of energy on wrinkling is

ΔF = (A²/4)(Dk⁴ + K − Nk²).   (2)

The flat state loses stability against wavenumber k when the bracket vanishes:

N(k) = Dk² + K/k².

Bending penalizes short waves and the springs penalize long ones, because a long wave needs a larger height to take up the same excess length. Setting the derivative 2Dk − 2K/k³ to zero gives k⁴ = K/D, and the lowest threshold is

N = √(DK) + √(DK) = 2√(DK).

Without springs, N(k) = Dk². A strip of length L with hinged ends admits half a wave, k = π/L, and the threshold is N = π²D/L². This is the Euler load, so the bending and force terms have the right relative factor.

The wave has been taken to run along x. Suppose instead that its wavevector makes an angle φ with x. Blocking the y strain produces a transverse compressive force ν_f N in an isotropic sheet, where ν_f is the sheet's Poisson ratio. The driving term then becomes Nk²(cos²φ + ν_f sin²φ). Bending and an isotropic foundation depend on k alone. Since ν_f < 1, the drive is greatest at φ = 0, and the first wrinkles have their crests along y.

### Why a thick solid is not a bed of springs

A spring constant K carries no memory of the wavelength. An elastic half-space behaves differently. The sole length in its response to a sinusoidal surface displacement is 1/k, since the half-space has no depth of its own. Stress is modulus times strain, and strain is displacement times k. The traction per displacement must therefore have the form

K(k) = ak,

where a is a modulus that depends on E_s, the Young modulus, and ν, the Poisson ratio of the substrate. What remains is to find a for a bonded sheet. Bonding matters because the sheet controls the tangential displacement of the surface as well as the normal one.

Let the substrate fill z < 0 and let its surface displacements be

u_x = U sin kx,   u_z = W cos kx.

With shear modulus μ = E_s/[2(1+ν)] and Lamé constant Λ = 2μν/(1−2ν), Hooke's law is

σ_ij = Λθδ_ij + 2μe_ij,

where θ = ∂u_x/∂x + ∂u_z/∂z is the dilatation and e_ij is the strain. Force balance, ∂σ_ij/∂x_j = 0, gives

(Λ + μ)∂θ/∂x_i + μ∇²u_i = 0.

Since Λ + μ = μ/(1−2ν), multiplication by (1−2ν)/μ yields

(1−2ν)∇²u_i + ∂θ/∂x_i = 0.   (3)

The divergence of (3) is 2(1−ν)∇²θ = 0. Thus θ is harmonic, and the part that fades with depth is proportional to e^{kz} cos kx. This θ drives the displacements through (3) at their own natural decay rate, which produces solutions with one additional factor of depth. With ζ = kz, write

u_x = (P + Qζ)e^ζ sin kx,
u_z = (R + Sζ)e^ζ cos kx.

The second derivative of ζe^ζ with respect to ζ is (ζ+2)e^ζ. Subtracting ζe^ζ, which comes from the x derivatives, leaves 2e^ζ. Hence

∇²u_x = 2k²Q e^ζ sin kx,
∇²u_z = 2k²S e^ζ cos kx,
θ = k[P + R + S + (Q + S)ζ]e^ζ cos kx.

The x component of (3), divided by k²e^ζ sin kx, reads

2(1−2ν)Q − [P + R + S + (Q + S)ζ] = 0.

It must hold at every depth, so S = −Q, and then P + R − Q = 2(1−2ν)Q. This gives

P + R = (3−4ν)Q.

The z component reads 2(1−2ν)S + (P + R + S) = 0. With S = −Q its two terms are −2(1−2ν)Q and +2(1−2ν)Q, so it is satisfied. At the surface ζ = 0, and therefore P = U and R = W. The field is

u_x = (U + Qkz)e^{kz} sin kx,
u_z = (W − Qkz)e^{kz} cos kx,
Q = (U + W)/(3−4ν).   (4)

### Tractions and stored energy

At the surface the dilatation is θ = 2(1−2ν)kQ cos kx. The normal strain is e_zz = k(W − Q)cos kx, because the derivative of (W − Qζ)e^ζ at ζ = 0 is W − Q. The engineering shear strain is

∂u_x/∂z + ∂u_z/∂x = k(U + Q − W)sin kx.

The normal stress follows from Hooke's law. Its first term is Λθ = 4μνkQ cos kx, so

σ_zz = [4μνQ + 2μ(W − Q)]k cos kx = 2μk[W − (1−2ν)Q]cos kx,
σ_xz = μk(U − W + Q)sin kx.

Insert Q. In σ_zz the factor of W is

2μ[1 − (1−2ν)/(3−4ν)] = 4μ(1−ν)/(3−4ν),

and the factor of U is −2μ(1−2ν)/(3−4ν). In σ_xz the factor of U is

μ[1 + 1/(3−4ν)] = 4μ(1−ν)/(3−4ν),

and the factor of W is μ[−1 + 1/(3−4ν)] = −2μ(1−2ν)/(3−4ν). Two constants thus suffice:

a = 4μ(1−ν)/(3−4ν) = 2E_s(1−ν)/[(1+ν)(3−4ν)],
b = −2μ(1−2ν)/(3−4ν).   (5)

The tractions are σ_zz = k(aW + bU)cos kx and σ_xz = k(aU + bW)sin kx. In a linear solid the stored energy is half the product of surface traction and displacement. The means of sin² and cos² supply another factor ½, so per area

F_sub = (k/4)[a(U² + W²) + 2bUW].   (6)

The negative b means that a raised crest tends to push neighbouring surface points away from itself. The effect vanishes for an incompressible solid, ν = ½, where b = 0 and a = 2μ.

A second limit is a surface free of shear traction. Then aU + bW = 0, so U = −bW/a, and the normal response is a − b²/a in place of a. The numerator of (a² − b²)/a contains

4(1−ν)² − (1−2ν)² = [2(1−ν) − (1−2ν)][2(1−ν) + (1−2ν)] = 3−4ν.

Therefore a² − b² = 4μ²/(3−4ν), and

a − b²/a = μ/(1−ν) = E_s/[2(1−ν²)].   (7)

The constants were also tested without solution (4). A substrate layer of depth 15/k, clamped at its base, was divided into finite elements, and the interior displacements were eliminated numerically. For E_s = 200 MPa, ν = 0, 0.3 and 0.45, and k = 0.2 and 0.5 nm⁻¹, the largest deviation from (5) was 8.6×10⁻⁵ of a.

### What the sheet does to the tangential motion

The bonded sheet shares the surface displacement U sin kx. To second order in the wrinkle amplitudes this adds the mean of ½Cu′², which is Ck²U²/4. The cross term −Cεu′ averages to zero over a period. The part of the energy containing U, together with the normal response, is

(k/4)[(a + Ck)U² + 2bUW + aW²].

Its minimum with respect to U lies at U = −bW/(a + Ck). Substitution leaves (k/4)κW², with

κ(k) = a − b²/(a + Ck).   (8)

For C → 0 this returns the shear-free value (7). For Ck ≫ a it tends to a: the sheet is so hard to stretch that it pins the surface tangentially. A stiff monolayer belongs to this second limit, and a is the modulus to use.

### The wavelength

Replacing K by ak in (2) gives the threshold

N(k) = Dk² + a/k.   (9)

The derivative 2Dk − a/k² vanishes at

k_c³ = a/(2D).

The second derivative 2D + 2a/k³ is positive, so this is a minimum. With λ = 2π/k_c,

λ = 2π(2D/a)^{1/3} = 2π{D(1+ν)(3−4ν)/[E_s(1−ν)]}^{1/3}.   (10)

Since a/k_c = 2Dk_c², the force at threshold is

N_c = Dk_c² + 2Dk_c² = 3Dk_c²,

and the threshold strain is ε_c = N_c/C. One third of the force works against bending and two thirds against the substrate. The stretching stiffness affects how much strain is needed to reach N_c, but in this limit it does not affect the wavelength.

For a shear-free interface, (7) replaces a and the result is

λ_free = 2π[4D(1−ν²)/E_s]^{1/3}.

The ratio of the two lengths is fixed by

(λ_free/λ)³ = 4(1−ν)²/(3−4ν) = 1 + (1−2ν)²/(3−4ν).

The added term is never negative, so the bonded wrinkles are shorter unless ν = ½, where both lengths agree. At ν = 0 the cube root of 4/3 puts λ_free 10% above λ.

For a homogeneous plate, setting D = Ct²/12 and C = E_f′t, with E_f′ its plane-strain modulus, turns λ_free into 2πt[E_f′(1−ν²)/(3E_s)]^{1/3}. The thickness formula is thus a special case, and it needs the plate relation and, unless ν = ½, a shear-free interface.

## Second half: finite wrinkles, a worked case and the limits of the model

The sheet has bending rigidity D and plane-strain stretching stiffness C, and is compressed by a strain ε. The substrate has Young modulus E_s, Poisson ratio ν and shear modulus μ. At surface amplitudes U (tangential) and W (normal) it stores (k/4)[a(U² + W²) + 2bUW] per area, with a = 4μ(1−ν)/(3−4ν) and b = −2μ(1−2ν)/(3−4ν). A stiff bonded sheet holds U near zero. The flat state becomes unstable to wavenumber k at the force N(k) = Dk² + a/k, whose minimum gives k_c³ = a/(2D), λ = 2π/k_c, N_c = 3Dk_c² and ε_c = N_c/C.

### Beyond the threshold

The linear theory fixes the first unstable wavelength. It does not say whether that wavelength survives at finite height. Take w = A cos kx. Then

½w′² = ½k²A² sin²kx = (k²A²/4)(1 − cos 2kx).

The varying part would stretch the sheet unevenly. A tangential displacement u = (kA²/8)sin 2kx removes it, because u′ = (k²A²/4)cos 2kx. The strain is then uniform and equal to k²A²/4 − ε.

This displacement also shears the substrate. Its wavenumber is 2k, so (6) gives the cost

(2k/4)a(kA²/8)² = ak³A⁴/128.

The term of order A⁴ in the stretching energy is ½C(k²A²/4)² = Ck⁴A⁴/32. The ratio of the first to the second is a/(4Ck), which is small for a stiff sheet, and the cost may be dropped.

With q = k²A²/4 the energy per area becomes

F = ½C(ε − q)² + (Dk⁴ + ak)A²/4 = ½C(ε − q)² + N(k)q.

The last step uses Dk⁴ + ak = k²N(k). Setting dF/dq = −C(ε − q) + N(k) = 0 gives q = ε − N(k)/C, and therefore

A = (2/k)√[ε − N(k)/C],   (11)

provided the root is real. The force left in the sheet is C(ε − q) = N(k). Substituting q back,

F = N²/(2C) + N(ε − N/C) = ½Cε² − ½C(ε − N/C)².

Among wavenumbers beyond their thresholds, F is lowest where N(k) is lowest, which is again k_c. At this order the wavelength does not change with strain, and the sheet force stays at N_c. Further compression goes into wrinkle height. A wavenumber already present may persist for a while, since the argument compares energies and does not follow the motion.

The critical wavelength, the threshold force and the wrinkle amplitude now follow from the stiffnesses of the sheet, the elastic constants of the substrate and the applied strain, with no thickness assigned to the sheet. What remains is to work out the numbers for a monolayer on a soft plastic, to see what an assumed thickness does to the threshold computed in a periodic cell, and to examine the limits of the model.
